# Spin density and on-top pair density in LSDA for stretched H₂, part 1

(Sections cited here and not found follow in the second part.)

## What symmetry and dimension fix

Take H₂ with clamped nuclei a distance $R$ apart, no magnetic field and no spin-orbit coupling, in hartree atomic units. Write $n=n_\uparrow+n_\downarrow$, $m=n_\uparrow-n_\downarrow$ and $\zeta=m/n$. The local spin density approximation (LSDA; here Slater exchange with PW92 correlation) is $E_{xc}=\int n\,\varepsilon_{xc}(n,\zeta)\,d^3r$, where $\varepsilon_{xc}$ is the exchange-correlation energy per electron of the uniform gas. Flipping every spin is a symmetry of that gas, so $\varepsilon_{xc}(n,-\zeta)=\varepsilon_{xc}(n,\zeta)$. The functional therefore depends on the polarization only through the dimensionless local number $\zeta^2$, which lies between 0 and 1 and does not change under a spin flip. If some spin-free quantity equals $\zeta^2$, the energy cannot tell which of the two it was given.

Dimension names a candidate. Let $P(\mathbf r,\mathbf r')$ be the spin-summed pair density, normalized to $N(N-1)$. Its on-top value $P(\mathbf r,\mathbf r)$ has the dimension of $n^2$, so $P(\mathbf r,\mathbf r)/n^2$ is a local, dimensionless, spin-free number. The expected form of the answer is a relation between $\zeta^2$ and $P/n^2$.

Symmetry also fixes the true spin density. The lowest eigenfunction $\Psi(\mathbf r,\mathbf r')$ of the real two-electron spatial Hamiltonian can be taken non-negative, because $|\Psi|$ has the same kinetic and potential energy as $\Psi$. A non-negative function cannot be odd under $\mathbf r\leftrightarrow\mathbf r'$, so its symmetric part is a ground state, and a symmetric spatial function goes with the singlet spin function. With the up electron at $\mathbf r$ and the down electron at $\mathbf r'$, $n_\uparrow(\mathbf r)=\int\Psi^2(\mathbf r,\mathbf r')d^3r'$ and $n_\downarrow(\mathbf r)=\int\Psi^2(\mathbf r',\mathbf r)d^3r'$. These are equal, so $m=0$ at every $R$. An LSDA solution with $m\neq0$ has the wrong spin density.

## The identity behind the proxy

For a determinant of collinear spin orbitals, let $\gamma_\sigma(\mathbf r,\mathbf r')=\sum_i\phi_{i\sigma}(\mathbf r)\phi^*_{i\sigma}(\mathbf r')$. Integrating the squared determinant over all but two electrons leaves, by orthonormality, a direct term for every pair of occupied orbitals and an exchange term for pairs of equal spin:
$$P_{\sigma\sigma'}(\mathbf r,\mathbf r')=n_\sigma(\mathbf r)n_{\sigma'}(\mathbf r')-\delta_{\sigma\sigma'}|\gamma_\sigma(\mathbf r,\mathbf r')|^2 .$$
At $\mathbf r'=\mathbf r$, $\gamma_\sigma=n_\sigma$, so the equal-spin terms cancel and the two opposite-spin terms remain. With $n_{\uparrow,\downarrow}=n(1\pm\zeta)/2$,
$$P_{\rm det}(\mathbf r,\mathbf r)=2n_\uparrow n_\downarrow=\tfrac12 n^2(1-\zeta^2),\qquad \zeta^2=1-\frac{2P_{\rm det}}{n^2}.$$
Because $\varepsilon_{xc}$ is even in $\zeta$, LSDA is identically a functional of $n$ and $P_{\rm det}(\mathbf r,\mathbf r)$. The Kohn-Sham spin densities can be read in this sense, as two auxiliary fields whose sum predicts the density and whose product predicts the on-top pair density. Within LSDA the rewriting is exact. Whether the predicted on-top value resembles the true one, and whether it governs the energy, are separate questions.

## How the on-top value bears on the energy

Scale the electron repulsion by $\lambda$ and adjust the external potential $v_\lambda$ so that the ground state $\Psi_\lambda$ keeps the physical density. The Hellmann-Feynman theorem gives $dE_\lambda/d\lambda=\langle \hat V_{ee}\rangle_\lambda+\int n\,\partial_\lambda v_\lambda$. Integrating from 0 to 1 and using $E_0=T_s+\int n v_0$ gives $E_1=T_s+\int n v_1+\int_0^1\langle\hat V_{ee}\rangle_\lambda d\lambda$. Define the hole by $P_\lambda(\mathbf r,\mathbf r')=n(\mathbf r)[n(\mathbf r')+h_\lambda(\mathbf r,\mathbf r')]$, use $\langle \hat V_{ee}\rangle=\frac12\iint P/|\mathbf r-\mathbf r'|$, and subtract the Hartree energy $J[n]=\frac12\iint nn'/|\mathbf r-\mathbf r'|$:
$$E_{xc}=\frac12\iint\frac{n(\mathbf r)\,\bar h(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|},\qquad \bar h=\int_0^1h_\lambda\,d\lambda .$$
Since $\int P\,d^3r'=(N-1)n(\mathbf r)$, the hole holds one electron, $\int h_\lambda\, d^3r'=-1$. Its on-top value is $P_\lambda(\mathbf r,\mathbf r)/n-n$.

Suppose the spherically averaged hole has a fixed shape, $\bar h=-d\,f(s/\ell)$ with $s=|\mathbf r-\mathbf r'|$ and $f(0)=1$. The sum rule makes $d\,\ell^3$ a constant, so $\ell\propto d^{-1/3}$. The energy per electron is $2\pi\int s\,\bar h\,ds\propto-d\,\ell^2\propto-d^{1/3}$. A deeper hole is more compact and lowers the energy. The assumption of fixed shape makes this an estimate, and the exchange hole of the uniform gas shows how good it is in one case. Summing plane waves over a Fermi sphere of radius $k_\sigma=(6\pi^2n_\sigma)^{1/3}$ gives
$$\gamma_\sigma(s)=\frac{1}{2\pi^2 s}\int_0^{k_\sigma}k\sin(ks)\,dk=\frac{\sin x-x\cos x}{2\pi^2s^3}=n_\sigma\frac{3j_1(x)}{x},\quad x=k_\sigma s,$$
and the hole is $h_x=-\sum_\sigma\gamma_\sigma^2/n$. Its depth is $(n_\uparrow^2+n_\downarrow^2)/n=n(1+\zeta^2)/2$, so the estimate for $\varepsilon_x(\zeta)/\varepsilon_x(0)$ is $(1+\zeta^2)^{1/3}$. The exact ratio follows from dimension: each spin contributes an energy per electron proportional to $k_\sigma$, so $n\varepsilon_x\propto n_\uparrow^{4/3}+n_\downarrow^{4/3}$ and the ratio is $\frac12[(1+\zeta)^{4/3}+(1-\zeta)^{4/3}]$. Both give $2^{1/3}=1.260$ at $\zeta=1$, where the hole has again a single length and the same shape as at $\zeta=0$. In between, the hole is a sum of two pieces of different range, and the estimate departs from the exact ratio by at most 2.5% of it. At $\zeta=0.6$ the on-top value is $-(1+0.36)/2=-0.68$ in units of $n$.

At $|\zeta|=1$ the gas has $P(\mathbf r,\mathbf r)=0$ at every $\lambda$ by the Pauli principle, so its averaged on-top hole is exactly $-n$. At $\zeta=0$ the hole starts at $-n/2$ and deepens only by the correlation of a uniform gas.

## The solvable model

Keep one orthonormal orbital on each atom, $A$ and $B$, with hopping $-t$ and on-site repulsion $\lambda U$ (the Hubbard dimer). Stretching the bond sends $t\to0$ at fixed $U$. The one-electron states are $g=(A+B)/\sqrt2$ with energy $-t$ and $u=(A-B)/\sqrt2$ with energy $+t$. The even singlet is
$$\Psi=\cos\gamma\; gg-\sin\gamma\; uu,$$
with the first factor the up electron. Expanding, $gg=\frac12(AA+BB+AB+BA)$ and $uu=\frac12(AA+BB-AB-BA)$, so $AA$ and $BB$ each have amplitude $(\cos\gamma-\sin\gamma)/2$. The total double occupancy is $p=2\cdot\frac14(\cos\gamma-\sin\gamma)^2=\frac12(1-\sin2\gamma)$.

A system-averaged measure of the on-top pair density is
$$X=\frac{\int 2P(\mathbf r,\mathbf r)\,d^3r}{\int n^2\,d^3r},$$
which is 1 for a doubly occupied orbital and 0 for electrons that never meet. On the dimer the site sum of $P$ is $2p$ and the site sum of $n^2$ is 2, so $X=2p=1-\sin2\gamma$. The hopping energy is $-2t\cos^2\gamma+2t\sin^2\gamma$, hence
$$E(\gamma)=-2t\cos2\gamma+\tfrac12\lambda U(1-\sin2\gamma).$$
Setting $dE/d\gamma=4t\sin2\gamma-\lambda U\cos2\gamma=0$ gives $\tan2\gamma=\lambda\eta$ with $\eta=U/4t$, so
$$X(\lambda)=1-\frac{\lambda\eta}{\sqrt{1+\lambda^2\eta^2}} .$$
Symmetry holds the density at one electron per site for all $\lambda$, so this is the model's coupling-constant path. The integrand $\lambda\eta/\sqrt{1+\lambda^2\eta^2}$ is the derivative of $\sqrt{1+\lambda^2\eta^2}/\eta$, which gives
$$\bar X=1-\frac{\sqrt{1+\eta^2}-1}{\eta}\;\to\;\frac1\eta\quad(\eta\gg1).$$
For $U/t=40$, $\eta=10$: $X(0)=1$, $X(1)=0.00496$ and $\bar X=0.0950$. For $U/t=4$ and 400 the averages are 0.586 and 0.0100.

At $\lambda=0$ the exact Kohn-Sham state is $gg$ and $X=1$ for every bond length. That value survives only for $\lambda\lesssim1/\eta$, a window that closes as the bond is stretched. The limit $R\to\infty$ has to be taken at fixed $\lambda>0$, before $\lambda\to0$, and then the averaged on-top hole, $n(\bar X/2-1)$, tends to $-n$. This is the value of the fully polarized gas, reached in a state with $m=0$.

Now give the two spins different orbitals, $a=\cos\theta\,g+\sin\theta\,u$ for up and $b=\cos\theta\,g-\sin\theta\,u$ for down, with overlap $S=\cos^2\theta-\sin^2\theta=\cos2\theta$. On site $A$ the up occupation is $\frac12(\cos\theta+\sin\theta)^2=\frac12(1+\sin2\theta)$ and the down occupation is $\frac12(1-\sin2\theta)$, so $\zeta_A=-\zeta_B=\sin2\theta$ and $X_{\rm BS}=1-\zeta^2=\cos^22\theta$, where BS stands for broken symmetry. The hopping energy is $-2t\cos2\theta$. At $\theta=\pi/4$ the determinant has the density, the hopping energy and the vanishing $X$ of the stretched singlet.

Away from the limit the proxy is inexact. At equal hopping energy, $\theta=\gamma$, the singlet corresponds to an effective $\zeta^2=1-X=\sin2\gamma$, while the determinant has $\sin^22\gamma$. The mean-field energy at $\lambda=1$, $-2tS+\frac12US^2$, is minimal at $S=2t/U$ when $U>2t$, which gives $X_{\rm BS}=1/4\eta^2$ and $E=-2t^2/U$. The exact large-$\eta$ values are $X(1)\approx1/2\eta^2$ (0.005 at $\eta=10$) and, from $\cos2\gamma\approx1/\eta$, $E\approx-2t/\eta+U/4\eta^2=-4t^2/U$. In this model mean field gives half the exact value of both $X$ and $E$ at large $\eta$, while the absolute errors vanish, as $4t^2/U^2$ in $X$ and as $2t^2/U$ in $E$. The restricted state $\theta=0$ keeps an error that tends to $U/2$.

## The same determinant in real space

For real normalized orbitals $a$ (up) and $b$ (down), $P_{\rm BS}(\mathbf r,\mathbf r')=(ab')^2+(ba')^2$, where a prime marks the argument $\mathbf r'$. The singlet and triplet made from them are $\Psi_\pm=(ab'\pm ba')/\sqrt{2(1\pm S^2)}$, with $P_\pm=2\Psi_\pm^2=(ab'\pm ba')^2/(1\pm S^2)$. Adding the two squares cancels the cross terms:
$$P_{\rm BS}=\tfrac12(1+S^2)P_++\tfrac12(1-S^2)P_- .$$
The weights are the singlet and triplet probabilities, so $\langle \hat S^2\rangle=2\cdot\frac12(1-S^2)=1-S^2$. Expanding the square in $P_+$ gives $P_+-P_{\rm BS}=[2(ab)(a'b')-S^2P_{\rm BS}]/(1+S^2)$, which integrates to zero because each term in the bracket integrates to $2S^2$. Both terms are second order in the product $ab$, since $S=\int ab\,d^3r$, and both vanish as that product goes to zero with increasing $R$. The spin-summed pair density then tends to that of the singlet, and $\langle\hat V_{ee}\rangle\to1/R$. The on-top values, $2a^2b^2$ for the determinant and $4a^2b^2/(1+S^2)$ for the singlet, both go to zero, although the second tends to twice the first. The spin density comes from interference between the singlet and triplet halves, which a spin-free Hamiltonian does not connect, and $\int|m|\to2$.

The kinetic cost is also explicit. Write $a=\sqrt n\cos\vartheta$, $b=\sqrt n\sin\vartheta$, so $\zeta=\cos2\vartheta$. The cross terms in $|\nabla a|^2+|\nabla b|^2$ cancel and
$$T_s=\tfrac12\int|\nabla\sqrt n|^2+\tfrac12\int n|\nabla\vartheta|^2=T_W[n]+\tfrac12\int n|\nabla\vartheta|^2 .$$
The Weizsäcker energy $T_W$ is the kinetic energy of the doubly occupied orbital $\sqrt{n/2}$. Polarizing at fixed density costs $T_s-T_W\ge0$, weighted by the density where $\zeta$ changes sign, and gains $E_{xc}[n,\zeta]-E_{xc}[n,0]$.

The onset follows at second order. Let $\phi$ be the restricted orbital with eigenvalue $\epsilon_i$, and set $\phi_\pm=\cos\kappa\,\phi\pm\sin\kappa\,v$ with $v=\sum_ac_a\phi_a$ a normalized combination of empty orbitals. The total density changes by $2\kappa^2(v^2-\phi^2)$, already second order, so kinetic and potential terms contribute $2\kappa^2\sum_ac_a^2(\epsilon_a-\epsilon_i)$. The spin density is $m\approx4\kappa\phi v$, so $\zeta=2\kappa v/\phi$ and, with $n=2\phi^2$, $\int\frac12 n\,\varepsilon''\zeta^2=4\kappa^2\int\varepsilon''v^2$, where $\varepsilon''=\partial^2\varepsilon_{xc}/\partial\zeta^2$ at $\zeta=0$. Hence $\Delta E=2\kappa^2\,c^TMc$ with
$$M_{ab}=(\epsilon_a-\epsilon_i)\delta_{ab}+2\int\varepsilon''\phi_a\phi_b\,d^3r .$$
On the dimer this is $2t+2\varepsilon''$: the gap closes with $R$ while the negative $\varepsilon''$ stays, and the lowest eigenvalue crosses zero at the Coulson-Fischer point $R_c$.

LSDA can be rewritten exactly in terms of the density and a determinant's on-top pair density, and in the stretched limit the broken-symmetry determinant reproduces the singlet's spin-summed pair density despite its wrong spin density. What remains is to test this reading on H₂ in numbers, including the on-top value predicted at full coupling, and to show where it fails.

All numerical values are calculated from the stated model.
